\section*{Band Offsets in GW: Bulk Edges, Electrostatic Lineup and Density Change}

\section*{What a bulk calculation can supply}

\noindent Q: A band offset belongs to an interface. Each bulk calculation has its own arbitrary energy zero, so how can bulk band edges help at all?

\noindent A: They help once both are measured from a quantity that can also be followed through the interface. Take two insulators A and B joined at a planar, neutral interface, with fixed ions, no free carriers and no macroscopic field. Hartree atomic units are used, and differences are B minus A. Let $U$ be the electrostatic potential energy of an electron, Hartree plus ionic. With $\nu=n-n_{\rm ion}$, the electron density minus the ionic charge density in units of $e$,
\begin{equation}
\nabla^2U=-4\pi\nu .
\label{poisson}
\end{equation}
The sign is that of an electron repelled by electrons. In an infinite crystal this equation leaves the cell average $\langle U\rangle$ undetermined. I set it to zero there and call the resulting valence or conduction edge $e^X$, with $X=$ A or B. Deep inside material $X$ of the real junction the average is some definite $\langle U\rangle_X$.

\medskip
\noindent Q: For a local potential, adding a constant shifts all levels. A self-energy is nonlocal and depends on energy. Why should a quasiparticle edge follow the constant rigidly?

\noindent A: Because the self-energy moves its own energy argument. Let the one-electron Hamiltonian become $h+c$. All levels and the chemical potential rise by $c$, the orbitals stay the same, and so $G(\omega)\to G(\omega-c)$. The polarizability, with a factor 2 for spin, is
\begin{equation}
P(\omega)=-\frac{2i}{2\pi}\int d\omega'\,G(\omega+\omega')\,G(\omega').
\end{equation}
Both arguments shift by $-c$, and the substitution $\omega'\to\omega'+c$ removes the shift. Thus $P$ and $W=(1-vP)^{-1}v$ are unchanged. In
\begin{equation}
\Sigma(\omega)=\frac{i}{2\pi}\int d\omega'\,e^{i\omega'0^+}G(\omega+\omega')W(\omega')
\end{equation}
one factor $G$ remains, so $\Sigma(\omega)\to\Sigma(\omega-c)$. If $[h_0+\Sigma(E)]\psi=E\psi$, where $h_0$ contains the kinetic energy and $U$, then
\begin{equation}
[h_0+c+\Sigma((E+c)-c)]\psi=(E+c)\psi .
\end{equation}
The quasiparticle energy moves by exactly $c$. For a 12-site ring of the model material A described below, treated with the full dynamical self-energy, adding 0.30 Ha moved the valence energy by 0.30000 Ha.

\medskip
\noindent Q: Near the junction, though, $W$ feels the other material. Is the self-energy really the bulk one?

\noindent A: Only far from the junction. For isotropic dielectrics, a unit charge in A at distance $z$ from the boundary sees an image potential
\begin{equation}
\frac{\varepsilon_A-\varepsilon_B}{\varepsilon_A(\varepsilon_A+\varepsilon_B)}\,\frac{1}{2z},
\end{equation}
which changes $W$ but vanishes as $z\to\infty$. I assume layers thick enough for this tail to be negligible, and a local or semilocal starting $v_{xc}$, which also takes its bulk form there. The deep Hamiltonian is then the bulk one plus the constant $\langle U\rangle_X$, and by the rigid shift $E^X=e^X+\langle U\rangle_X$. Subtraction gives, for either edge,
\begin{equation}
\Delta E=(e^B-e^A)+\Delta U,\qquad \Delta U=\langle U\rangle_B-\langle U\rangle_A .
\label{split}
\end{equation}
In a thin layer the tail and quantum confinement both spoil this identification of the edges.

\section*{What fixes the lineup}

\noindent Q: You have moved the interface problem into $\Delta U$. Why should that term not contain the self-energy too?

\noindent A: Follow it through Poisson's equation. Average (\ref{poisson}) over the plane; the in-plane derivatives integrate to zero by periodicity. Then average along $z$ over one cell length, or successively over both cell lengths if they differ. Averaging commutes with $d^2/dz^2$, so
\begin{equation}
\frac{d^2\bar U}{dz^2}=-4\pi\bar\nu(z).
\end{equation}
Deep in each material $\bar U=\langle U\rangle_X$ and $\bar\nu=0$, since a bulk cell is neutral. Choose $z_A$ and $z_B$ in these regions. No field means $\bar U'(z_A)=\bar U'(z_B)=0$, which also requires $\int\bar\nu\,dz=0$. Integration by parts gives
\begin{align}
\Delta U&=\int_{z_A}^{z_B}\bar U'\,dz
=\big[z\bar U'\big]_{z_A}^{z_B}-\int_{z_A}^{z_B}z\,\bar U''\,dz\nonumber\\
&=4\pi\int_{z_A}^{z_B}z\,\bar\nu(z)\,dz .
\label{dipole}
\end{align}
The boundary term vanishes, and neutrality makes the result independent of the origin of $z$. Neither $\Sigma$ nor $v_{xc}$ appears: given the ions, the density is enough. With a net interface charge the slopes could not both vanish, and $\Delta U$ would depend on where it was read.

\medskip
\noindent Q: Then GW leaves the lineup alone?

\noindent A: Not in general. Let $\delta n=n_\Sigma-n_{KS}$ be the density change when $v_{xc}$ is replaced by $\Sigma$. The ionic part of $\nu$ cancels in the difference, and (\ref{dipole}) is linear, so
\begin{equation}
\delta(\Delta U)=4\pi\int z\,\delta\bar n(z)\,dz .
\label{change}
\end{equation}
This holds for a $\delta n$ of any size, provided both densities meet the neutrality and zero-field conditions. The whole change of the offset is
\begin{equation}
\Delta E_\Sigma-\Delta E_{KS}=\delta e^B-\delta e^A+\delta(\Delta U).
\label{total}
\end{equation}
The self-energy enters the lineup only through $\delta n$. It enters the bulk edges directly, and also through the bulk part of $\delta n$. If the density is frozen, as in a one-shot calculation, the last term is zero by construction. That says nothing about how large it would have been. If the ions relax as well, their displacement adds a contribution that (\ref{change}) omits.

\medskip
\noindent Q: Could I use the average of the full Kohn--Sham potential, $U+v_{xc}$, as the reference instead?

\noindent A: For the Kohn--Sham offset, yes: $\langle v_{xc}\rangle_X$ is subtracted from the bulk edge and added back in the lineup. But that lineup is $\Delta U+\Delta\langle v_{xc}\rangle$. Once $v_{xc}$ has been replaced by $\Sigma$, the second piece is no longer part of the Hamiltonian. Dropping it would change this lineup at fixed density. One could still subtract $\langle v_{xc}\rangle_X$, evaluated from the density, from the bulk edge and add it back in the lineup, but this would be bookkeeping only. The electrostatic reference avoids it.

\section*{How the self-energy moves charge}

\noindent Q: Suppose $\Sigma$ opens both gaps. Surely that alters the density?

\noindent A: Opening a gap is not sufficient. Write $D=\Sigma-v_{xc}$ and hold the Hartree potential fixed for the moment. To first order $\delta G=G_0DG_0$. With $\mu$ in the gap, the density matrix per spin is
\begin{equation}
\gamma=\tfrac12+\int_{-\infty}^{\infty}\frac{du}{2\pi}\,G(\mu+iu),
\end{equation}
taken symmetrically in $u$. As a check, put $x_p=\varepsilon_p-\mu$. The even part of $1/(iu-x_p)$ is $-x_p/(u^2+x_p^2)$, whose integral over $du/2\pi$ is $-\frac12{\rm sgn}\,x_p=f_p-\frac12$. The occupation $f_p$ is thus 1 below the gap and 0 above.

For static Hermitian $D$ and $\varepsilon_p\ne\varepsilon_q$, partial fractions give
\begin{align}
\delta\gamma_{pq}&=D_{pq}\int\frac{du}{2\pi}\frac{1}{(iu-x_p)(iu-x_q)}\nonumber\\
&=\frac{D_{pq}}{\varepsilon_p-\varepsilon_q}\int\frac{du}{2\pi}
\left[\frac1{iu-x_p}-\frac1{iu-x_q}\right]\nonumber\\
&=D_{pq}\,\frac{f_p-f_q}{\varepsilon_p-\varepsilon_q}.
\end{align}
Equal occupations give zero. For equal energies the integrand is a total derivative and also gives zero. Only elements between occupied $i$ and empty $a$ survive. With real orbitals, two spins and the two equal terms $ia$ and $ai$,
\begin{equation}
\delta n_0(\mathbf r)=4\sum_{ia}\frac{\phi_i(\mathbf r)\phi_a(\mathbf r)\,D_{ia}}{\varepsilon_i-\varepsilon_a}.
\label{bare}
\end{equation}
Its integral is zero because $\phi_i$ and $\phi_a$ are orthogonal.

If $D$ has no occupied--empty elements, it rotates the occupied orbitals among themselves. The occupied subspace, and hence the density, is unchanged even for large $D$, as long as no occupied level crosses an empty one. A test on the interface model below kept only the occupied--occupied and empty--empty blocks of $D$: the gap rose from 0.238 to 0.419 Ha, while the density stayed the same within the test tolerance.

\medskip
\noindent Q: The charge in (\ref{bare}) creates its own potential. Where is that?

\noindent A: It must be added. Keep $\Sigma$ fixed and let the Hartree potential respond by $v_H\delta n$. Putting this local potential in place of $D$ in (\ref{bare}) defines
\begin{equation}
\chi_0(\mathbf r,\mathbf r')=-4\sum_{ia}
\frac{\phi_i(\mathbf r)\phi_a(\mathbf r)\phi_i(\mathbf r')\phi_a(\mathbf r')}
{\varepsilon_a-\varepsilon_i}.
\end{equation}
Therefore $\delta n=\delta n_0+\chi_0v_H\delta n$, or
\begin{equation}
\delta n=(1-\chi_0v_H)^{-1}\delta n_0 .
\label{screened}
\end{equation}
No exchange-correlation kernel appears, because $v_{xc}$ has been replaced by a fixed $\Sigma$.

\medskip
\noindent Q: A real GW self-energy is dynamical. Do its diagonal elements still leave the charge alone?

\noindent A: No. Let $w^s_{nm}$ couple orbitals $n$ and $m$ to the screening mode of energy $\Omega_s>0$. The diagonal correlation part is
\begin{equation}
\Sigma^c_{nn}(\omega)=\sum_{is}\frac{|w^s_{ni}|^2}{\omega-\varepsilon_i+\Omega_s}
+\sum_{as}\frac{|w^s_{na}|^2}{\omega-\varepsilon_a-\Omega_s}.
\end{equation}
In $\delta\gamma_{nn}$ each pole, at $y$ relative to $\mu$, contributes
\begin{equation}
I=\int\frac{du}{2\pi}\frac{1}{(iu-x_n)^2(iu-y)} .
\end{equation}
With $\zeta=iu$ this is an integral $d\zeta/2\pi i$ up the imaginary axis. If $x_n$ and $y$ have the same sign, closing the contour on the other side gives zero. For $x_n<0<y$, closing on the right runs clockwise and gives $-1/(y-x_n)^2$. For $y<0<x_n$, closing on the left gives $+1/(y-x_n)^2$. Hence
\begin{align}
\delta\gamma_{ii}&=-\sum_{as}\frac{|w^s_{ia}|^2}{(\varepsilon_a+\Omega_s-\varepsilon_i)^2},\\
\delta\gamma_{aa}&=+\sum_{is}\frac{|w^s_{ai}|^2}{(\varepsilon_a+\Omega_s-\varepsilon_i)^2}.
\end{align}
Occupied orbitals are depleted and empty ones filled. Since $|w^s_{ia}|=|w^s_{ai}|$, the sums cancel term by term, so this linearized density matrix conserves the electron number. In the 12-site ring the top valence orbital loses 0.006 electrons per spin, and 0.037 per spin move to empty orbitals in all, out of six occupied. Equation (\ref{change}) still applies to the resulting density; the static formula (\ref{bare}) does not.

\section*{A junction with numbers}

\noindent Q: I would like to see the split compared with an offset read from the junction itself.

\noindent A: Consider a square array of parallel chains, 6 bohr apart, with sites every 4 bohr. Electrons hop only along a chain, with amplitude $-0.10$ Ha, but interact in three dimensions through Gaussian site charges of standard deviation 1.2 bohr. Every site has ionic charge one, and there is one electron per site on average. Cations and anions alternate, with short-range on-site energies $\pm0.20$ Ha in A and $-0.05\pm0.30$ Ha in B. These short-range terms count as bulk Hamiltonian, not as $U$. A periodic superlattice has 41 sites of A and 39 of B per chain, with two equivalent interfaces at which a cation of A is bonded to an anion of B. The lineup depends on this termination.

The starting mean field has $v_{xc,i}=-0.10\,n_i^{1/3}$ Ha. From its orbitals I form the static COHSEX limit of GW,
\begin{equation}
\Sigma_{ij}=-\gamma_{ij}W_{ij}+\tfrac12\delta_{ij}(W-v)_{ii}.
\end{equation}
Without hopping between chains, $G$ and $\chi_0$ are diagonal in the chain index, and $W$ within a chain is an average over in-plane wavevectors. The average uses a $4\times4$ grid of in-plane wavevectors that avoids the zone centre. This finite grid cuts off the image tail, and the quasiparticle edges below are values for this grid, not converged ones. Dynamical effects on the offset, self-consistency of $\Sigma$ and vertex corrections are left out.

Three stages are compared: the mean field; $\Sigma$ at frozen density; and the same $\Sigma$ with density and Hartree potential made self-consistent. For the valence edge, in Ha:
\begin{center}
\begin{tabular}{lrrr}
 & $e^B-e^A$ & $\Delta U$ & $\Delta E_v$\\
mean field & $-0.13071$ & $0.02778$ & $-0.10293$\\
$\Sigma$, frozen $n$ & $-0.16709$ & $0.02778$ & $-0.13931$\\
$\Sigma$, updated $n$ & $-0.16917$ & $0.02806$ & $-0.14111$
\end{tabular}
\end{center}
The fifth decimal is kept only to resolve the lineup change. The last column is not computed as the sum of the other two: it comes from rows of the junction Hamiltonian deep in each material. Over both edges and all stages, those absolute edges agree with bulk edge plus average potential to $3\times10^{-9}$ Ha. This closeness belongs to the coarse in-plane grid; on much denser grids, which do not cut off the image tail so early, the mismatch for layers of this thickness grows to about the size of the lineup change. The valence offset goes from $-2.80$ to $-3.84$ eV, and the conduction offset from 1.86 to 2.65 eV. The gap of A lies inside that of B throughout.

\medskip
\noindent Q: So updating the density changes the valence offset by $-0.00180$ Ha. Is that the lineup?

\noindent A: Mostly not. The lineup change is $0.02806-0.02778=0.00028$ Ha, or 7.7 meV, and has the opposite sign. The bulk part changes by $-0.16917+0.16709=-0.00208$ Ha, and the two add to $-0.00180$ Ha. The size and sign of the lineup change belong to this termination: with A ending on anions it is several times larger and has the same sign as the bulk part.

The bulk part can be traced. At the zone-boundary edge, hopping-like terms to sites at odd distances $\pm j$ carry the factor $2\cos(j\pi/2)=0$, so the valence state lives on anions and the conduction state on cations. With $\Sigma$ fixed, updating a bulk crystal changes only its alternating Hartree potential, which moves the two edges oppositely. In A they move by $+0.0071$ and $-0.0071$ Ha, in B by $+0.0050$ and $-0.0050$ Ha. The valence difference is $0.0050-0.0071=-0.0021$ Ha.

\medskip
\noindent Q: The largest density change on a site is 0.045 electrons. Is a lineup change of 0.0003 Ha not suspiciously small?

\noindent A: Moving 0.045 electrons per chain between neighbouring planes at one interface would give
\begin{equation}
\frac{4\pi\times0.045\times4}{6^2}\approx0.06\ {\rm Ha},
\end{equation}
but the 0.045 electrons are not such an interface charge. They are the alternating transfer between anions and cations deep in A. Averaging over a two-site cell replaces the charges between sites $j$ and $j+1$ by $(\delta n_j+\delta n_{j+1})/2$, which is zero for an alternating bulk transfer. What remains are cell-averaged charges of a few thousandths of an electron near the interface. They alternate in sign, and for this termination their contributions to the dipole nearly cancel. The lineup change computed from the cell-averaged potential passed its test against the dipole of $\delta n$.

\medskip
\noindent Q: Does the first-order formula then predict the 0.00028 Ha?

\noindent A: With the Hartree response included it gives the right sign, but a value almost three times too large. Without the Hartree response, (\ref{bare}) yields $-0.00355$ Ha. With it, (\ref{screened}) yields $+0.00080$ Ha, so the response contributes $+0.00435$ Ha and reverses the sign. Finite differences with a small multiple of $D$ also give 0.00080 Ha, which confirms the derivative.

The full change uses the same $\Sigma$ at full strength, so the remaining $0.00028-0.00080=-0.00052$ Ha comes from higher orders in $D$. That $D$ is not weak: at frozen density it opens the gap of A from 0.236 to 0.417 Ha. Here the linear formula identifies which matrix elements move charge, while a reliable lineup needs the self-consistent density. The full set of values is in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
site spacing: 4.0 bohr
chain separation: 6.0 bohr
Gaussian width: 1.2 bohr
hopping: 0.10 Ha
local exchange strength: 0.10 Ha
on-site splitting A (plus/minus): 0.20 Ha
on-site splitting B (plus/minus): 0.30 Ha
on-site shift B: -0.05 Ha
sites per chain: 80 total, 41 in A
[mean field] bulk edges v,c (Ha): A -0.21143, 0.02480; B -0.34213, 0.06519
  bulk part of offset v,c (Ha): -0.13071, 0.04039
  lineup from cell-averaged potential: 0.02778 Ha
  lineup from charge dipole: 0.02778 Ha
  direct offset v,c (Ha): -0.10293, 0.06817
  direct offset v,c (eV): -2.801, 1.855
[sigma, frozen density] bulk edges v,c (Ha): A -0.41013, 0.00728; B -0.57722, 0.07437
  bulk part of offset v,c (Ha): -0.16709, 0.06709
  lineup from cell-averaged potential: 0.02778 Ha
  lineup from charge dipole: 0.02778 Ha
  direct offset v,c (Ha): -0.13931, 0.09487
  direct offset v,c (eV): -3.791, 2.582
[sigma, updated density] bulk edges v,c (Ha): A -0.40306, 0.00022; B -0.57223, 0.06939
  bulk part of offset v,c (Ha): -0.16917, 0.06917
  lineup from cell-averaged potential: 0.02806 Ha
  lineup from charge dipole: 0.02806 Ha
  direct offset v,c (Ha): -0.14111, 0.09724
  direct offset v,c (eV): -3.840, 2.646
largest edge mismatch, split against direct: 2.6e-09 Ha
lineup change: 0.00028 Ha
lineup change: 7.7 meV
largest site density change: 0.04544 electrons
first-order lineup change, no Hartree response: -0.00355 Ha
first-order lineup change, with Hartree response: 0.00080 Ha
same from finite differences: 0.00080 Ha
superlattice gap, mean field: 0.23794 Ha
superlattice gap, block-diagonal correction: 0.41918 Ha
ring: valence GW energy: -0.38970 Ha
ring: potential constant added: 0.30 Ha
ring: resulting GW energy shift: 0.30000 Ha
ring: valence-top occupation change per spin: -0.00625 electrons
ring: total moved to empty levels per spin: 0.03687 electrons
ring: net change of electron number per spin: 2.6e-18
\end{verbatim}
